# Steady diffusion through circular pinholes in an ultrathin barrier: a numerical check

```python
"""Steady diffusion through a circular hole in an impermeable barrier.

Result under test: for a thin barrier the rate is
    I = 4 a (c1 - c2/K) / (1/D1 + 1/(K D2)),
proportional to the radius a, not to the area.
D1, D2: diffusivities above and below; c1, c2: remote concentrations;
K: equilibrium ratio c(below)/c(above) in the hole; h: barrier thickness.
phi = c above and c/K below; conductivities g1 = D1, g2 = K D2.
Resistance R = (difference of phi)/I. The mode solver uses a = 1 and expands
the unknown hole flux in J0(x_n rho)/J0(x_n), where J1(x_n) = 0.
"""
import numpy as np
from scipy.constants import nano
from scipy.integrate import quad
from scipy.special import j0, j1


def thin_rate(a, D1, D2, K, c1, c2):
    return 4 * a * (c1 - c2 / K) / (1 / D1 + 1 / (K * D2))


def disc_field(rho, z, a):
    """Harmonic function equal to 1 on the hole, 0 far away (rho > 0, z >= 0)."""
    return 2 / np.pi * np.imag(np.arcsinh((z + 1j * a) / rho))


# ---------- closed field against its source integral ----------
for rho, z in [(0.4, 0.3), (1.1, 0.2), (2.5, 1.7)]:
    integral = quad(lambda t: np.real(1 / np.sqrt(rho**2 + (z + 1j * t)**2)),
                    -1.3, 1.3, epsabs=1e-11, limit=200)[0] / np.pi
    assert abs(integral - disc_field(rho, z, 1.3)) < 1e-8

# ---------- two unlike media: check every condition on the field ----------
a, D1, D2, K, c1, c2 = 1.3, 0.7, 2.1, 0.4, 1.9, 0.3
rate = thin_rate(a, D1, D2, K, c1, c2)
mouth = c1 - rate / (4 * D1 * a)


def above(rho, z):
    return c1 - (c1 - mouth) * disc_field(rho, z, a)


def below(rho, depth):
    return c2 + (K * mouth - c2) * disc_field(rho, depth, a)


def slope_at_barrier(field, rho, step=1e-4):
    return (-3 * field(rho, 0.0) + 4 * field(rho, step)
            - field(rho, 2 * step)) / (2 * step)


for rho in (0.2, 0.7, 1.1):
    down_above = D1 * slope_at_barrier(above, rho)
    down_below = -D2 * slope_at_barrier(below, rho)
    profile = rate / (2 * np.pi * a * np.sqrt(a**2 - rho**2))
    assert abs(down_above / down_below - 1) < 1e-5
    assert abs(down_above / profile - 1) < 1e-5
for rho in (1.6, 2.5, 5.0):
    assert abs(slope_at_barrier(above, rho)) < 1e-5
    assert abs(slope_at_barrier(below, rho)) < 1e-5
step = 1e-3
for field in (above, below):
    for rho, z in [(0.5, 0.6), (1.5, 0.8), (2.0, 2.0)]:
        centre = field(rho, z)
        east, west = field(rho + step, z), field(rho - step, z)
        north, south = field(rho, z + step), field(rho, z - step)
        laplacian = ((east + west + north + south - 4 * centre) / step**2
                     + (east - west) / (2 * step * rho))
        assert abs(laplacian) < 1e-5
nodes, weights = np.polynomial.legendre.leggauss(60)
theta, w_theta = (nodes + 1) * np.pi / 4, weights * np.pi / 4
for field, diffusivity, sign in ((above, D1, 1), (below, D2, -1)):
    radius, step = 3.0, 1e-4
    outer = field((radius + step) * np.sin(theta), (radius + step) * np.cos(theta))
    inner = field((radius - step) * np.sin(theta), (radius - step) * np.cos(theta))
    through = sign * diffusivity * np.sum(
        w_theta * 2 * np.pi * radius**2 * np.sin(theta) * (outer - inner) / (2 * step))
    assert abs(through / rate - 1) < 1e-6


# ---------- independent mode solver with unknown hole flux ----------
def j1_zeros(count):
    beta = (np.arange(1, count + 1) + 0.25) * np.pi
    x = beta - 3 / (8 * beta)
    for _ in range(4):
        x = x - j1(x) / (j0(x) - j1(x) / x)
    return x


def access_matrix(x, k, weight):
    """Surface response of a half-space (or cell) to the hole-flux modes."""
    projection = k * j1(k) / (k**2 - x[:, None]**2)
    return (projection * weight) @ projection.T


def thin_aperture(Z, inverse_g_sum, film=0.0):
    """Resistance of a zero-length hole; film = 1/kappa, transfer resistance."""
    matrix = Z * inverse_g_sum + 0.5 * film * np.eye(len(Z))
    rhs = np.zeros(len(Z))
    rhs[0] = 0.5
    return 1 / (np.pi * np.linalg.solve(matrix, rhs)[0])


def long_hole(Z, x, g1, gh, g2, h):
    """Resistance of a filled hole of length h; full mode coupling."""
    n = len(x)
    top = np.arange(n)
    bottom = np.r_[0, np.arange(n, 2 * n - 1)]
    matrix = np.zeros((2 * n - 1, 2 * n - 1))
    matrix[np.ix_(top, top)] += Z / g1
    matrix[np.ix_(bottom, bottom)] += Z / g2
    matrix[0, 0] += h / (2 * gh)
    arg = np.minimum(x[1:] * h, 300.0)
    own = 1 / (2 * gh * x[1:] * np.tanh(arg))
    cross = 1 / (2 * gh * x[1:] * np.sinh(arg))
    t, b = top[1:], bottom[1:]
    matrix[t, t] += own
    matrix[b, b] += own
    matrix[t, b] -= cross
    matrix[b, t] -= cross
    rhs = np.zeros(2 * n - 1)
    rhs[0] = 0.5
    return 1 / (np.pi * np.linalg.solve(matrix, rhs)[0])


x_modes = np.r_[0.0, j1_zeros(199)]
# The even integrand is band-limited, so a unit midpoint step suffices.
k_grid = np.arange(20000) + 0.5
Z_free = access_matrix(x_modes, k_grid, np.ones_like(k_grid))
R_100 = thin_aperture(Z_free[:100, :100], 1.0)
R_200 = thin_aperture(Z_free, 1.0)
R_limit = 2 * R_200 - R_100      # leading truncation error is 1/(mode number)
assert R_100 > R_200 > 0.25
assert abs(R_limit / 0.25 - 1) < 1e-3
uniform_access = 2 * Z_free[0, 0] / np.pi
assert abs(uniform_access - 8 / (3 * np.pi**2)) < 1e-6

print("ACCESS RESISTANCE OF ONE HALF-SPACE, units 1/(D a)")
print(f"mode solution, 100 modes: {R_100:.5f}")
print(f"mode solution, 200 modes: {R_200:.5f}")
print(f"extrapolated in mode number: {R_limit:.5f}")
print(f"uniform hole flux instead: {uniform_access:.5f}")

# ---------- crossover from radius law to area law ----------
print("CROSSOVER, like media; q = h/a (long hole) or D/(kappa a) (film)")
print("R in units 1/(D a); p = d ln I / d ln a")
exponents = []
for q in (0.01, 0.1, 1.0, 10.0, 100.0):
    low = 0.5 + q / np.pi
    high = 16 / (3 * np.pi**2) + q / np.pi
    row = []
    for solver in (lambda s: long_hole(Z_free, x_modes, 1, 1, 1, s),
                   lambda s: thin_aperture(Z_free, 2.0, s)):
        R = solver(q)
        assert low < R < high
        p = 1 + np.log(solver(1.05 * q) / solver(q / 1.05)) / (2 * np.log(1.05))
        row += [R, p]
    exponents.append((row[1], row[3]))
    print(f"q={q:g}: bounds {low:.4f} to {high:.4f}; hole R={row[0]:.4f}"
          f" p={row[1]:.3f}; film R={row[2]:.4f} p={row[3]:.3f}")
exponents = np.array(exponents)
assert np.all(np.diff(exponents, axis=0) > 0)
assert np.all(exponents[0] < 1.05) and np.all(exponents[-1] > 1.95)

# ---------- neighbours: reflecting cylindrical cell of radius b ----------
print("NEIGHBOURS: access resistance in a cell / isolated value")
slopes = []
for b in (10.0, 20.0, 40.0):
    zeros = j1_zeros(int(1500 * b / np.pi))
    k_cell = zeros / b
    Z_cell = access_matrix(x_modes[:100], k_cell,
                           2 / (k_cell * b**2 * j0(zeros)**2))
    ratio = 1 + (thin_aperture(Z_cell, 1.0) - R_100) / 0.25
    slopes.append((1 - ratio) * b)
    print(f"b/a={b:g}: ratio {ratio:.4f}; (1-ratio)*b/a = {slopes[-1]:.3f}")
    assert 0 < ratio < 1
assert abs(slopes[2] / slopes[1] - 1) < 0.02

# ---------- worked example in SI units ----------
D1, D2, K, c1, c2 = 1e-16, 4e-16, 0.5, 1e24, 0.0
thickness, open_fraction = 1 * nano, 1e-4
print("WORKED EXAMPLE, round model parameters")
print(f"D1 = {D1:.1e} m^2/s, D2 = {D2:.1e} m^2/s, K = {K:g}")
print(f"c1 = {c1:.1e} m^-3, c2 = {c2:g} m^-3")
print(f"h = {thickness / nano:g} nm, open fraction = {open_fraction:.0e}")
a_ref = 10 * nano
I_ref = thin_rate(a_ref, D1, D2, K, c1, c2)
mouth = c1 - I_ref / (4 * D1 * a_ref)
print(f"a = 10 nm: relaxation scale a^2/D1 = {a_ref**2 / D1:.3f} s")
print(f"a = 10 nm: concentration in hole, upper side = {mouth:.4e} m^-3")
print(f"a = 10 nm: concentration in hole, lower side = {K * mouth:.4e} m^-3")
print(f"cell radius / hole radius = {1 / np.sqrt(open_fraction):.1f}")
print("Rates in atoms/s; leak per barrier area in atoms/(m^2 s)")
rates, leaks = [], []
for a_nm in (5, 10, 20, 40):
    a = a_nm * nano
    thin = thin_rate(a, D1, D2, K, c1, c2)
    R_scaled = long_hole(Z_free, x_modes, 1.0, 1.0, K * D2 / D1, thickness / a)
    actual = (c1 - c2 / K) * D1 * a / R_scaled
    area_law = D1 * np.pi * a**2 * (c1 - c2 / K) / thickness
    access = (1 / D1 + 1 / (K * D2)) / a
    hole = thickness / (np.pi * a**2 * D1)
    fastest = (c1 - c2 / K) / (hole + access / 4)
    slowest = (c1 - c2 / K) / (hole + access * 8 / (3 * np.pi**2))
    assert slowest < actual < fastest < min(thin, area_law)
    density = open_fraction / (np.pi * a**2)
    rates.append(actual)
    leaks.append(density * actual)
    print(f"a={a_nm} nm: thin law {thin:.4f}; with h {actual:.4f};"
          f" area law {area_law:.3f}")
    print(f"  bounds with h {slowest:.4f} to {fastest:.4f};"
          f" holes {density:.3e} m^-2; leak {leaks[-1]:.3e}")
doubling = np.array(rates[1:]) / np.array(rates[:-1])
print("rate ratio on doubling a: " + ", ".join(f"{r:.3f}" for r in doubling))
assert np.all(np.diff(doubling) < 0) and 2 < doubling[-1] < 2.1
assert np.all(np.diff(leaks) < 0)

print("no test failed")
```

Printed output:

```
ACCESS RESISTANCE OF ONE HALF-SPACE, units 1/(D a)
mode solution, 100 modes: 0.25018
mode solution, 200 modes: 0.25009
extrapolated in mode number: 0.25000
uniform hole flux instead: 0.27019
CROSSOVER, like media; q = h/a (long hole) or D/(kappa a) (film)
R in units 1/(D a); p = d ln I / d ln a
q=0.01: bounds 0.5032 to 0.5436; hole R=0.5060 p=1.010; film R=0.5061 p=1.011
q=0.1: bounds 0.5318 to 0.5722; hole R=0.5440 p=1.070; film R=0.5450 p=1.072
q=1: bounds 0.8183 to 0.8587; hole R=0.8412 p=1.380; film R=0.8498 p=1.382
q=10: bounds 3.6831 to 3.7235; hole R=3.7062 p=1.859; film R=3.7223 p=1.855
q=100: bounds 32.3310 to 32.3714; hole R=32.3541 p=1.984; film R=32.3712 p=1.983
NEIGHBOURS: access resistance in a cell / isolated value
b/a=10: ratio 0.8594; (1-ratio)*b/a = 1.406
b/a=20: ratio 0.9296; (1-ratio)*b/a = 1.409
b/a=40: ratio 0.9648; (1-ratio)*b/a = 1.410
WORKED EXAMPLE, round model parameters
D1 = 1.0e-16 m^2/s, D2 = 4.0e-16 m^2/s, K = 0.5
c1 = 1.0e+24 m^-3, c2 = 0 m^-3
h = 1 nm, open fraction = 1e-04
a = 10 nm: relaxation scale a^2/D1 = 1.000 s
a = 10 nm: concentration in hole, upper side = 3.3333e+23 m^-3
a = 10 nm: concentration in hole, lower side = 1.6667e+23 m^-3
cell radius / hole radius = 100.0
Rates in atoms/s; leak per barrier area in atoms/(m^2 s)
a=5 nm: thin law 1.3333; with h 1.1042; area law 7.854
  bounds with h 1.0662 to 1.1398; holes 1.273e+12 m^-2; leak 1.406e+12
a=10 nm: thin law 2.6667; with h 2.3951; area law 31.416
  bounds with h 2.2877 to 2.4580; holes 3.183e+11 m^-2; leak 7.624e+11
a=20 nm: thin law 5.3333; with h 5.0204; area law 125.664
  bounds with h 4.7483 to 5.1162; holes 7.958e+10 m^-2; leak 3.995e+11
a=40 nm: thin law 10.6667; with h 10.3130; area law 502.655
  bounds with h 9.6795 to 10.4450; holes 1.989e+10 m^-2; leak 2.052e+11
rate ratio on doubling a: 2.169, 2.096, 2.054
no test failed
```
